# Probability that a surface hydroxyl has a neighbour for two-point anchoring

## Problem

A precursor molecule can bind to an oxide surface by reacting with one hydroxyl group, or with two if a second hydroxyl lies within reach. Model the surface as a square lattice of sites with spacing $a$. Each site carries a hydroxyl with probability $p$, independently of all other sites. The lattice is large and has no edges, so every site has four nearest neighbours at distance $a$.

(a) A given site is known to carry a hydroxyl. Find the probability $P$ that at least one of its nearest-neighbour sites also carries one.

(b) Evaluate $P$ for $a=0.45$ nm and a hydroxyl density of $2.0$ nm$^{-2}$. What density would give $P=0.90$?

(c) Verify the result by sampling, with a sound error estimate.

(d) When is $P$ also the probability of two-point anchoring?

$P$ is a conditional probability: it refers to hydroxyls, not to all sites. The fraction of all sites that carry a hydroxyl with a neighbour is $pP$.

## First estimate by scaling

Each of the four neighbouring sites is occupied with probability $p$, so a hydroxyl has on average $4p$ occupied neighbours. When $4p\ll1$, two occupied neighbours at once are rare, and the chance of having at least one is close to the mean number, $P\approx4p$. When $4p$ is well above one, most hydroxyls have a partner and $P$ approaches one. Joining the two regimes gives

$$P_{\rm est}=\min(4p,\,1),$$

with a crossover at $p=1/4$.

For the example, the site density is

$$\frac{1}{a^2}=\frac{1}{(0.45\ \text{nm})^2}=4.938\ \text{nm}^{-2},$$

and therefore

$$p=\frac{2.0}{4.938}=0.405,\qquad 4p=1.62 .$$

The surface lies above the crossover, so the estimate is $P_{\rm est}=1$: most hydroxyls should have a partner. The value $1.62$ is a mean number of neighbours. It may exceed one, which a probability cannot.

## Exact solution

Let $n_0$ be the occupation of the chosen site and $n_1,\dots,n_4$ those of its neighbours. Each is 1 if a hydroxyl is present and 0 if not. The quantity asked for is

$$P=\Pr(n_1+n_2+n_3+n_4\ge1\mid n_0=1).$$

The event "at least one" includes one, two, three or four occupied neighbours. Its complement is a single configuration, with all four sites empty, so it is easier to write

$$P=1-\Pr(n_1=n_2=n_3=n_4=0\mid n_0=1).$$

Since $n_0$ is independent of the other four occupations, knowing that $n_0=1$ does not change their probabilities, and the condition can be dropped. Since the four are also independent of one another, their joint probability is a product:

$$\Pr(n_1=n_2=n_3=n_4=0)=\prod_{i=1}^{4}\Pr(n_i=0)=(1-p)^4 .$$

Hence

$$\boxed{P=1-(1-p)^4}$$

At $p=1$ this gives $P=1$. As $p\to0$ it gives $P\to0$, because a hydroxyl on an almost bare surface is almost surely alone.

**Numbers.** With $1-p=0.5950$,

$$(1-p)^4=0.1253,\qquad P=1-0.1253=0.8747 .$$

Of the $2.0$ hydroxyls per nm$^2$, $2.0\times0.8747=1.749$ have a partner and $0.251$ are isolated.

**Density for a chosen $P$.** Rearranging gives $(1-p)^4=1-P$. Both sides are non-negative, so the fourth root can be taken:

$$p=1-(1-P)^{1/4}.$$

For $P=0.90$ this is $p=0.4377$, or $0.4377\times4.938=2.16$ hydroxyls per nm$^2$. That is 8% above the density of the example. This target holds for independent occupation and four neighbour sites.

**Isolated hydroxyls.** Their number per site is the probability that a site is occupied and its four neighbours are empty, $f(p)=p(1-p)^4$. Its derivative is

$$f'(p)=(1-p)^4-4p(1-p)^3=(1-p)^3(1-5p),$$

which is positive below $p=1/5$ and negative between $1/5$ and $1$. The density of isolated hydroxyls therefore has its maximum at $p=0.2$. Removing hydroxyls at random from the surface of the example, where $p=0.405$, at first creates more isolated groups, although the total falls.

## Verification

**Sampling.** Fill each site of a lattice by comparing a fresh uniform random number with $p$. Join opposite edges so that every site has four neighbours. In lattice $j$, count the hydroxyls, $H_j$, and those with at least one occupied neighbour, $A_j$. Over $M$ independent lattices the estimate is

$$R=\frac{\sum_jA_j}{\sum_jH_j}.$$

Dividing by the number of hydroxyls, not by the number of sites, imposes the condition $n_0=1$.

The error needs care, because hydroxyls close together do not give independent outcomes. Consider two hydroxyls on diagonally opposite corners of a lattice square. They share two neighbour sites, so six different sites must be empty for both to be isolated. The probability of this is $(1-p)^6$, which is larger than the value $(1-p)^8$ for independent outcomes. The binomial formula $\sqrt{R(1-R)/\sum_jH_j}$ ignores such correlations. Different lattices, however, are independent. With $d_j=A_j-RH_j$ and $s_d$ the standard deviation of the $d_j$, the standard error of $R$ is

$$\frac{\sqrt{M}\,s_d}{\sum_jH_j}.$$

For $M=400$ lattices of $100\times100$ sites the results are:

| $p$ | sampled | formula |
|---|---|---|
| 0.100 | 0.3423 ± 0.0011 | 0.3439 |
| 0.300 | 0.7594 ± 0.0006 | 0.7599 |
| 0.405 | 0.8751 ± 0.0003 | 0.8747 |
| 0.700 | 0.99183 ± 0.00006 | 0.99190 |

The differences are at most about 1.5 standard errors. At $p=0.405$ the scatter between lattices gives an error of $0.00034$, against $0.00026$ from the binomial formula.

**Complete sum.** A periodic lattice of $4\times4$ sites has $2^{16}=65536$ fillings. A filling with $N$ hydroxyls has probability $p^N(1-p)^{16-N}$. Adding these probabilities over the fillings in which a chosen site is occupied and has a partner, and dividing by the sum over those in which it is occupied, gives $0.8747$ without random numbers.

## Comparison of the estimate with the exact result

Expanding the fourth power shows what the scaling estimate omits:

$$P=1-(1-4p+6p^2-4p^3+p^4)=4p-6p^2+4p^3-p^4 .$$

The leading term is the low-coverage estimate. The next term, $-6p^2$, corrects for double counting: four neighbours form six pairs, and a configuration with two occupied neighbours contributes twice to $4p$ but should count once. Relative to $4p$, this correction is $3p/2$, so the linear law needs $p\ll2/3$ and is already noticeably off at modest coverage. At $p=0.1$ it gives $0.40$ where the exact value is $0.344$, which is 16% too high relative to the exact value.

The estimate is worst at the crossover. Below $p=1/4$ the excess is $4p-P$, whose derivative $4-4(1-p)^3$ is positive for $p>0$, so the excess grows with $p$. Above $p=1/4$ the excess is $1-P=(1-p)^4$, which falls. The largest excess is therefore

$$\left(\tfrac34\right)^4=\tfrac{81}{256}\approx0.32,$$

where the estimate gives 1 and the exact probability is about $0.68$.

In the example the estimate of 1 is 14% too high relative to $0.8747$. It correctly says that most hydroxyls have a partner, but it misses the isolated eighth, which can offer a precursor just one anchor.

## From a partner to two-point anchoring

$P$ is the probability that a partner exists. It is also the probability of two-point anchoring for the first molecule to arrive at a random hydroxyl of a fresh surface, provided that the molecule spans the distance $a$, reaches no farther site, and reacts with a partner whenever there is one.

**Competition.** Later molecules find some partners already used. Suppose that molecules keep arriving at random free hydroxyls. Each also takes one randomly chosen free neighbour if there is one, and otherwise keeps a single anchor. Simulating this until no hydroxyl is free, on ten lattices of $260\times260$ sites at $p=0.405$, gives a doubly anchored fraction of $0.54$ of all molecules (the third digit is uncertain by a few units), well below $P$.

The molecule density at saturation is $1.30$ nm$^{-2}$. A singly anchored molecule uses one hydroxyl and a doubly anchored one uses two, so the number of hydroxyls consumed is $1.30\times(1+0.54)=2.0$ nm$^{-2}$, as it must be. Singly anchored molecules number $1.30\times0.46=0.60$ nm$^{-2}$. Of these, $0.25$ nm$^{-2}$ sit on hydroxyls that were isolated from the start. The other roughly $0.35$ nm$^{-2}$ sit on hydroxyls whose partners were taken by other molecules. Steric blocking by ligands is not included and could lower the uptake.

**Reach and missing sites.** If the molecule can also span the diagonal distance $\sqrt2\,a=0.636$ nm, there are eight possible partners. The same argument gives $1-(1-p)^8=0.984$. A hydroxyl with three neighbour sites, as at a straight step edge, has $1-(1-p)^3=0.789$. Sampling gives $0.984$ and $0.790$.

**Correlated hydroxyls.** The product $(1-p)^4$ rests on independence. To size the effect of correlations, let each pair of neighbouring hydroxyls change the energy by $0.04$ eV, a trial value close to $k_BT=0.0408$ eV at 473 K. Assume thermal equilibrium, and hold the mean hydroxyl density and the temperature fixed. Exact sums on a periodic $8\times8$ lattice give $P=0.95$ for attraction and $P=0.67$ for repulsion. A $6\times6$ lattice changes these values by less than $0.004$.

**Real surfaces.** The parameters are in the regime of silica. Fully hydroxylated silica carries very roughly 5 hydroxyls per nm$^2$, close to the site density used here. A density near 2 nm$^{-2}$ is reached by annealing at several hundred degrees Celsius, which is hotter than the 473 K used above. That temperature serves only to set the scale of the trial energy: at fixed density, the correlations depend on the ratio of the pair energy to $k_BT$. Real silica is commonly amorphous, with a spread of hydroxyl distances and no fixed number of neighbours. This alone shifts $P$. For hydroxyls scattered independently in the plane at density $\rho=2.0$ nm$^{-2}$, the number within reach $a$ follows a Poisson law with mean $\rho\pi a^2=1.27$, so $P=1-e^{-1.27}=0.72$. The value $0.87$ relies on four sites lying exactly within reach. Independence is also doubtful, because annealing removes hydroxyls by condensing nearby pairs into water and an oxygen bridge, so the survivors are not a random selection. Two effects compete. Isolated groups cannot condense and are left behind, which lowers $P$. But hydroxyls that vanish in pairs also leave their holes side by side, which keeps the remaining hydroxyls closer together and raises $P$. Which effect wins depends on the density and on which pairs can react, so $P$ may lie above or below the formula. The attractive and repulsive cases, with $0.95$ and $0.67$ against $0.87$, show how large a shift moderate correlations can cause, but they are not predictions for silica. The numerical output gives several of these values with more digits.

## Table of computed values

```
Lattice spacing: 0.45 nm
Site density: 4.938 per nm2
Hydroxyl density: 2.00 per nm2
Occupation probability p: 0.4050
Probability that one neighbour site is empty: 0.5950
Probability that all four are empty: 0.1253
Partner probability P, formula: 0.8747
Partner probability P, sum over fillings: 0.8747
Number of fillings summed: 65536
Mean number of occupied neighbours: 1.620
Fraction of all sites, hydroxyl with partner: 0.3542
Density of hydroxyls with partner: 1.749 per nm2
Density of isolated hydroxyls: 0.251 per nm2
p needed for P = 0.90: 0.4377
Hydroxyl density needed: 2.161 per nm2
Sampling: 400 periodic lattices of 100 x 100 sites for each p
p = 0.1000: sampled 0.34227 +- 0.00108, formula 0.34390
p = 0.3000: sampled 0.75944 +- 0.00057, formula 0.75990
p = 0.4050: sampled 0.87505 +- 0.00034, formula 0.87467
p = 0.7000: sampled 0.99183 +- 0.00006, formula 0.99190
Hydroxyls sampled in the example: 1620733
Example, error from lattice scatter: 0.00034
Example, binomial error: 0.00026
Diagonal distance: 0.636 nm
Eight reachable sites: formula 0.9843, sampled 0.9843
Three neighbour sites: formula 0.7894, sampled 0.7898
Temperature: 473 K
Thermal energy kT: 0.0408 eV
Trial neighbour energy: 0.040 eV
P with attraction, 6x6 and 8x8 lattice: 0.9491, 0.9497
P with repulsion, 6x6 and 8x8 lattice: 0.6689, 0.6726
P with repulsion, 4x4 and 4x5 lattice: 0.6332, 0.6622
Chain test, doubly anchored molecules per 12 sites: sampled 5.133, exact 5.137
Doubly anchored fraction of molecules at saturation: 0.5403 +- 0.0014
Molecule density at saturation: 1.300 per nm2
```
